**Twist of a tris-chelate from donor repulsion at fixed bite angle**

The program treats three rigid chelates of bite angle \(\alpha\) whose donors repel as \(1/d^n\) between different chelates. In \(D_3\) symmetry the twist \(\varphi\) falls from 60° at \(\alpha=90^\circ\) to zero at a threshold given by \(\rho^{N+1}=\rho+2N/3\), where \(N=n/2+1\) and \(\rho=1+\tfrac43\tan^2(\alpha/2)\). It asserts that the reduced energy agrees with sums over explicit coordinates, and that the threshold, the onset law and the slope at the octahedron agree with numerical results for \(n=1,6,12\). It also asserts convexity and a monotonic twist on grids, and the hard-contact limit at a bite of 70°. Minimisation without imposed symmetry reproduces the \(D_3\) energy in eight cases with \(n=1\) and 6. The output puts the threshold at 58.9°, 52.1° and 46.7° for \(n=1,6,12\). For two cerium(III) model precursors with \(n=6\) it gives twists of 8.6° (amidinate) and 39.2° (diketonate). The estimated neglected effects can remove or double the first twist, while the static ones move the second by less than 3°.

## Program and output

```python
# RESULT UNDER TEST
# Three rigid chelates (bite angle alpha) hold six donors on a sphere around a
# metal. Donors of different chelates repel as 1/d^n. In D3 symmetry the energy
# has one minimum up to mirror image; its twist phi falls from 60 deg
# (octahedron, alpha = 90 deg) to 0 (trigonal prism) at a threshold given by
#     rho^(N+1) = rho + 2N/3,  N = n/2 + 1,  rho = 1 + (4/3) tan^2(alpha/2).
# SYMBOLS: tilt = angle of each donor-donor edge from the threefold axis,
# T = tan(phi/2) = tan(alpha/2) sin(tilt). Angles are in radians inside.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.spatial.transform import Rotation

deg = np.pi / 180
azimuth = 2 * np.pi * np.arange(3) / 3
middle = np.stack([np.cos(azimuth), np.sin(azimuth), 0 * azimuth], axis=1)
tangent = np.stack([-np.sin(azimuth), np.cos(azimuth), 0 * azimuth], axis=1)
axis3 = np.array([0.0, 0.0, 1.0])


def place(tilt, along, across):
    """Atoms of three planar ligands: coordinates along midpoint and edge."""
    edge = np.cos(tilt) * axis3 + np.sin(tilt) * tangent
    return (along[None, :, None] * middle[:, None, :]
            + across[None, :, None] * edge[:, None, :])


def cross_d2(points):
    """Squared distances between atoms of different ligands."""
    other = np.roll(points, -1, axis=0)
    return ((points[:, :, None, :] - other[:, None, :, :]) ** 2).sum(-1)


def donors(tilt, bite):
    c, s = np.cos(bite / 2), np.sin(bite / 2)
    return place(tilt, np.array([c, c]), np.array([s, -s]))


def repulsion(tilt, bite, n):
    return (cross_d2(donors(tilt, bite)) ** (-n / 2)).sum()


def log_slope(tilt, bite, n):
    """d ln(energy)/d tilt from coordinates, by a complex step."""
    d2 = cross_d2(donors(tilt + 1e-30j, bite))
    terms = np.exp(-n / 2 * np.log(d2 / d2.real.min()))
    return terms.sum().imag / 1e-30 / terms.sum().real


def relaxed_tilt(bite, n):
    low, high = 1e-4, np.pi / 2 - 1e-4
    if log_slope(low, bite, n) >= 0:
        return 0.0
    return brentq(log_slope, low, high, args=(bite, n), xtol=1e-13)


def twist_of(tilt, bite):
    return 2 * np.arctan(np.tan(bite / 2) * np.sin(tilt))


def relaxed_twist(bite, n):
    return twist_of(relaxed_tilt(bite, n), bite)


def rho_of(bite):
    return 1 + 4 / 3 * np.tan(bite / 2) ** 2


def bite_of(rho):
    return 2 * np.arctan(np.sqrt(0.75 * (rho - 1)))


def reduced_energy(T, rho, h):
    a = 2 / mp.sqrt(3)
    return (2 * (1 + T**2) ** (-h) + (rho - T**2 - a * T) ** (-h)
            + (rho - T**2 + a * T) ** (-h))


def threshold_rho(n):
    N = n / 2 + 1
    return brentq(lambda r: r ** (N + 1) - r - 2 * N / 3, 1.0, 4.0, xtol=1e-14)


def quadratic(rho, n):
    N = n / 2 + 1
    return -2 + 2 * rho ** (-N) + 4 * N / 3 * rho ** (-N - 1)


def quadratic_slope(rho, n):
    N = n / 2 + 1
    return -2 * N * rho ** (-N - 1) - 4 * N * (N + 1) / 3 * rho ** (-N - 2)


def quartic(rho, n):
    N = n / 2 + 1
    return N + rho ** (1 - N) * (N / rho**2 + 4 * N * (N + 1) / (3 * rho**3)
                                 + 4 * N * (N + 1) * (N + 2) / (27 * rho**4))


def octahedral_slope(n):
    N = n / 2 + 1
    return 2 * np.sqrt(3) * N / (3 * N - 1 + 2.0 ** (-N))


exponents = (1, 6, 12)
rng = np.random.default_rng(7)

# Reduced energy and twist angle against explicit coordinates.
for _ in range(12):
    bite, tilt, n = rng.uniform(0.4, 1.57), rng.uniform(0, 1.4), rng.uniform(1, 12)
    T = np.tan(twist_of(tilt, bite) / 2)
    scale = 3 * (3 * np.cos(bite / 2) ** 2) ** (-n / 2)
    formula = scale * float(reduced_energy(T, rho_of(bite), n / 2))
    assert abs(formula / repulsion(tilt, bite, n) - 1) < 1e-10
    top, bottom = donors(tilt, bite)[0]
    angle = np.arctan2(top[1], top[0]) - np.arctan2(bottom[1], bottom[0])
    assert abs(angle - twist_of(tilt, bite)) < 1e-10

# Expansion about the prism, and positive coefficients of the cross terms.
mp.mp.dps = 30
for n in exponents:
    h, rho = mp.mpf(n) / 2, mp.mpf("1.4")
    whole = mp.taylor(lambda T: reduced_energy(T, rho, h), 0, 4)
    assert abs(whole[2] / h - quadratic(1.4, n)) < 1e-8
    assert abs(whole[4] / h - quartic(1.4, n)) < 1e-8
    cross = mp.taylor(lambda T: reduced_energy(T, rho, h)
                      - 2 * (1 + T**2) ** (-h), 0, 10)
    assert all(cross[k] > 0 for k in range(0, 11, 2))

# Convexity in T^2: this is what makes the minimum unique.
for n in exponents:
    for bite in np.array([35, 55, 75, 90]) * deg:
        tilts = np.arcsin(np.sqrt(np.linspace(0, 0.98, 60)))
        values = np.array([repulsion(w, bite, n) for w in tilts])
        assert np.all(np.diff(values, 2) > 0)
        assert log_slope(np.pi / 2 - 0.01, bite, n) > 0

# Threshold, continuous onset, slope at the octahedron, monotonic twist.
for n in exponents:
    rho_c = threshold_rho(n)
    numeric = brentq(lambda b: log_slope(1e-3, b, n), 20 * deg, 89 * deg)
    assert abs(numeric - bite_of(rho_c)) < 1e-5
    step = 1e-4
    T2 = np.tan(relaxed_twist(bite_of(rho_c + step), n) / 2) ** 2
    law = -quadratic_slope(rho_c, n) * step / (2 * quartic(rho_c, n))
    assert abs(T2 / law - 1) < 0.01  # next order in the step is neglected
    assert abs(relaxed_twist(90 * deg, n) - 60 * deg) < 1e-9
    e = 0.02 * deg
    slope = (relaxed_twist(90 * deg + e, n) - relaxed_twist(90 * deg - e, n)) / (2 * e)
    assert abs(slope - octahedral_slope(n)) < 1e-4
    grid = np.linspace(20 * deg, 90 * deg, 71)
    twists = np.array([relaxed_twist(b, n) for b in grid])
    assert np.all(twists[grid < bite_of(rho_c) - 1e-3] == 0)
    assert np.all(np.diff(twists[grid > bite_of(rho_c)]) > 0)

# Hard limit: the shortest contact is made as long as possible.
bite = 70 * deg
best = minimize_scalar(lambda w: -cross_d2(donors(w, bite)).min(),
                       bounds=(0, np.pi / 2), method="bounded",
                       options={"xatol": 1e-10})
T_hard = (-1 / np.sqrt(3) + np.sqrt(1 / 3 + 8 / 3 * np.tan(bite / 2) ** 2)) / 2
hard_twist = 2 * np.arctan(T_hard)
assert abs(twist_of(best.x, bite) - hard_twist) < 1e-5
gap50 = abs(relaxed_twist(bite, 50) - hard_twist)
gap200 = abs(relaxed_twist(bite, 200) - hard_twist)
assert gap200 < 0.35 * gap50

# Free minimisation: each rigid chelate may turn in any way, no symmetry.
worst_gap = 0.0
for n in (1, 6):
    for bite in np.array([40, 60, 75, 85]) * deg:
        shape = np.array([[np.cos(bite / 2), 0, np.sin(bite / 2)],
                          [np.cos(bite / 2), 0, -np.sin(bite / 2)]])

        def free_log_energy(p):
            turn = Rotation.from_rotvec(p.reshape(3, 3)).as_matrix()
            d2 = cross_d2(np.einsum("kij,aj->kai", turn, shape))
            return np.log(((d2 + 1e-12) ** (-n / 2)).sum())

        lowest = min(minimize(free_log_energy, rng.normal(size=9) * 1.5).fun
                     for _ in range(8))
        symmetric = np.log(repulsion(relaxed_tilt(bite, n), bite, n))
        worst_gap = max(worst_gap, abs(lowest - symmetric))
assert worst_gap < 1e-6

print("Thresholds and slopes")
for n in exponents:
    r = threshold_rho(n)
    print(f"n={n}: rho_c {r:.4f}, bite_c {bite_of(r)/deg:.2f} deg, "
          f"dphi/dalpha at octahedron {octahedral_slope(n):.4f}")
print("Relaxed twist (deg) for n = 1, 6, 12")
for b in (50, 55, 60, 70, 80, 90):
    print(f"bite {b} deg:", " ".join(f"{relaxed_twist(b*deg, n)/deg:.2f}"
                                     for n in exponents))
print(f"hard-contact twist at bite 70 deg: {hard_twist/deg:.2f} deg")
print(f"free vs D3 minimum, largest gap in ln(energy): {worst_gap:.1e}")

# WORKED EXAMPLE: cerium(III) tris-chelate precursors, rough typical geometry.
n = 6
contact_energy, contact_distance = 0.10, 3.0      # eV, angstrom
strength = contact_energy * contact_distance**n   # eV angstrom^6
charge, bend, temperature = 0.5, 5.0, 400.0       # e, eV/rad^2, K
zeta, e_sigma = 0.08, 0.05                        # eV, 4f electron
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
kT = const.k * temperature / const.e

# Orbital and spin matrices of one f electron.
m = np.arange(3, -4, -1)
raising = np.diag(np.sqrt(12 - m[1:] * (m[1:] + 1)), 1)
L = [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)]
S = [np.array([[0, 1], [1, 0]]) / 2, np.array([[0, -1j], [1j, 0]]) / 2,
     np.diag([0.5, -0.5])]
spin_orbit = zeta * sum(np.kron(a, b) for a, b in zip(L, S))
free_levels = np.linalg.eigvalsh(spin_orbit)
assert abs(free_levels[-1] - free_levels[0] - 3.5 * zeta) < 1e-12


def sigma_projector(direction):
    """Projector on the f orbital of zero angular momentum about a bond."""
    X = sum(c * a for c, a in zip(direction, L))
    X2, one = X @ X, np.eye(7)
    return (one - X2) @ (4 * one - X2) @ (9 * one - X2) / 36


assert np.allclose(sigma_projector([0, 0, 1]), np.diag((m == 0) * 1.0))
probe = sigma_projector([0.6, 0.0, 0.8])
assert np.allclose(probe @ probe, probe) and abs(np.trace(probe) - 1) < 1e-12


def f_energy(tilt, bite):
    field = sum(sigma_projector(v) for v in donors(tilt, bite).reshape(-1, 3))
    return np.linalg.eigvalsh(spin_orbit + e_sigma * np.kron(field, np.eye(2)))[0]


def best_tilt(energy):
    grid = np.linspace(0, np.pi / 2, 181)
    i = int(np.argmin([energy(w) for w in grid]))
    return minimize_scalar(energy, bounds=(grid[max(i - 1, 0)], grid[min(i + 1, 180)]),
                           method="bounded", options={"xatol": 1e-9}).x


print("Example: Ce(III), n = 6")
print(f"strength {strength:.1f} eV A^6 ({contact_energy:.2f} eV at "
      f"{contact_distance:.1f} A)")
print(f"donor charge -{charge} e, bend {bend} eV/rad^2, T {temperature:.0f} K, "
      f"kT {kT:.4f} eV")
print(f"4f: zeta {zeta} eV, e_sigma {e_sigma} eV")
for name, radius, span in (("amidinate", 2.50, 2.25), ("diketonate", 2.35, 2.80)):
    bite = 2 * np.arcsin(span / (2 * radius))
    rho, tilt = rho_of(bite), relaxed_tilt(bite, n)
    twist = twist_of(tilt, bite)

    def energy(w):
        return strength * radius ** (-n) * repulsion(w, bite, n)

    assert abs(twist_of(best_tilt(energy), bite) - twist) < 1e-3
    lengths = radius * np.sqrt(np.sort(cross_d2(donors(tilt, bite)).ravel()))
    kinds = np.unique(np.round(lengths, 3))
    cost_gain = rho ** (-n / 2 - 1) * (1 + 2 * (n / 2 + 1) / (3 * rho))
    print(f"[{name}] M-donor {radius:.2f} A, span {span:.2f} A, "
          f"bite {bite/deg:.2f} deg")
    print(f"  rho {rho:.4f}, T {np.tan(twist/2):.4f}, tilt {tilt/deg:.2f} deg, "
          f"twist {twist/deg:.2f} deg")
    print("  contacts (A):", " ".join(f"{d:.3f}" for d in kinds))
    print(f"  cost/gain of twisting the prism {cost_gain:.4f}")
    print(f"  energy at minimum {energy(tilt):.5f} eV, prism above it "
          f"{energy(0.0)-energy(tilt):.6f} eV")
    print("  twist for n = 1, 12:", " ".join(
        f"{relaxed_twist(bite, k)/deg:.2f}" for k in (1, 12)), "deg")

    charged = best_tilt(lambda w: energy(w) + coulomb * charge**2 / radius
                        * repulsion(w, bite, 1))
    print(f"  twist with donor charges {twist_of(charged, bite)/deg:.2f} deg")

    def flexible(b):
        return (strength * radius ** (-n) * repulsion(relaxed_tilt(b, n), b, n)
                + 1.5 * bend * (b - bite) ** 2)

    soft = minimize_scalar(flexible, bounds=(bite - 0.3, bite + 0.2),
                           method="bounded", options={"xatol": 1e-9}).x
    print(f"  flexible bite {soft/deg:.2f} deg, twist "
          f"{relaxed_twist(soft, n)/deg:.2f} deg")
    with_f = best_tilt(lambda w: energy(w) + f_energy(w, bite))
    f_range = np.ptp([f_energy(w, bite) for w in np.linspace(0, np.pi / 4, 46)])
    print(f"  twist with 4f electron {twist_of(with_f, bite)/deg:.2f} deg, "
          f"4f range for tilt 0-45 deg {f_range:.5f} eV")

    tilts = (np.arange(2000) + 0.5) * np.pi / 4000
    levels = np.array([energy(w) for w in tilts])
    weight = np.exp(-(levels - levels.min()) / kT)
    weight /= weight.sum()
    sizes = twist_of(tilts, bite)
    mean = (weight * sizes).sum()
    spread = np.sqrt((weight * (sizes - mean) ** 2).sum())
    print(f"  thermal |twist|: mean {mean/deg:.1f} deg, spread {spread/deg:.1f} deg")

    if name == "amidinate":
        r_c = span / (2 * np.sin(bite_of(threshold_rho(n)) / 2))
        print(f"  prism for M-donor beyond {r_c:.3f} A at this span")
        ring_bond, side_bond = 1.33, 1.46          # angstrom, rough
        x_n, y_n = radius * np.cos(bite / 2), span / 2
        x_ring = x_n + np.sqrt(ring_bond**2 - y_n**2)
        heading = np.arctan2(-y_n, x_ring - x_n) + 120 * deg
        x_s = x_n + side_bond * np.cos(heading)
        y_s = y_n + side_bond * np.sin(heading)
        along = np.array([x_n, x_n, x_ring, x_s, x_s])
        across = np.array([y_n, -y_n, 0.0, y_s, -y_s])

        def crowded(w):
            return strength * (cross_d2(place(w, along, across)) ** (-n / 2)).sum()

        w = best_tilt(crowded)
        print(f"  C-N ring {ring_bond} A, side {side_bond} A, angle 120 deg")
        print(f"  twist with carbon atoms {twist_of(w, bite)/deg:.2f} deg, "
              f"prism above it {crowded(0.0)-crowded(w):.5f} eV")

print("done: every assertion held")
```

Printed output:

```
Thresholds and slopes
n=1: rho_c 1.4253, bite_c 58.91 deg, dphi/dalpha at octahedron 1.3484
n=6: rho_c 1.3185, bite_c 52.10 deg, dphi/dalpha at octahedron 1.2526
n=12: rho_c 1.2488, bite_c 46.73 deg, dphi/dalpha at octahedron 1.2120
Relaxed twist (deg) for n = 1, 6, 12
bite 50 deg: 0.00 0.00 11.37
bite 55 deg: 0.00 12.56 18.98
bite 60 deg: 9.22 21.58 25.23
bite 70 deg: 31.46 35.22 36.74
bite 80 deg: 46.33 47.62 48.16
bite 90 deg: 60.00 60.00 60.00
hard-contact twist at bite 70 deg: 38.76 deg
free vs D3 minimum, largest gap in ln(energy): 5.6e-11
Example: Ce(III), n = 6
strength 72.9 eV A^6 (0.10 eV at 3.0 A)
donor charge -0.5 e, bend 5.0 eV/rad^2, T 400 K, kT 0.0345 eV
4f: zeta 0.08 eV, e_sigma 0.05 eV
[amidinate] M-donor 2.50 A, span 2.25 A, bite 53.49 deg
  rho 1.3386, T 0.0751, tilt 8.57 deg, twist 8.59 deg
  contacts (A): 3.878 4.317 4.607
  cost/gain of twisting the prism 0.9321
  energy at minimum 0.18529 eV, prism above it 0.000076 eV
  twist for n = 1, 12: 0.00 16.91 deg
  twist with donor charges 0.00 deg
  flexible bite 52.85 deg, twist 6.27 deg
  twist with 4f electron 19.68 deg, 4f range for tilt 0-45 deg 0.01014 eV
  thermal |twist|: mean 19.0 deg, spread 11.4 deg
  prism for M-donor beyond 2.562 A at this span
  C-N ring 1.33 A, side 1.46 A, angle 120 deg
  twist with carbon atoms 9.31 deg, prism above it 0.00026 eV
[diketonate] M-donor 2.35 A, span 2.80 A, bite 73.13 deg
  rho 1.7336, T 0.3556, tilt 28.64 deg, twist 39.15 deg
  contacts (A): 3.470 3.576 4.644
  cost/gain of twisting the prism 0.2810
  energy at minimum 0.37707 eV, prism above it 0.050006 eV
  twist for n = 1, 12: 36.37 40.29 deg
  twist with donor charges 37.52 deg
  flexible bite 71.69 deg, twist 37.35 deg
  twist with 4f electron 39.98 deg, 4f range for tilt 0-45 deg 0.02621 eV
  thermal |twist|: mean 33.0 deg, spread 12.7 deg
done: every assertion held
```
